# Recovering the electron density at the hydrogen nucleus from a smooth pseudo-orbital

## The problem

A plane-wave calculation can replace the sharply peaked orbital near a nucleus by a smooth one. The density at the nucleus, which the smooth orbital gets wrong, must then be rebuilt. Hydrogen is a case where every step can be written out.

Take one electron in the field of a fixed point proton, without relativity. In atomic units (length in bohr, energy in hartree) the Hamiltonian and its ground state are

$$H=-\tfrac12\nabla^2-\frac1r,\qquad \phi(r)=\frac{e^{-r}}{\sqrt\pi},\qquad H\phi=-\tfrac12\phi .$$

Outside a radius $r_c$ the pseudo-orbital $\tilde\phi$ equals $\phi$. Inside it is an even polynomial in $x=r/r_c$,

$$\tilde\phi(r)=\phi(r_c)\,P(x),\qquad P(x)=A+Bx^2+Cx^4,$$

which joins $\phi$ at $r_c$ with equal value, slope and curvature. One projector $\tilde p$, zero outside $r_c$, is dual to the pseudo-orbital:

$$\tilde p=\frac{g}{\langle g|\tilde\phi\rangle},\qquad g=(1-x^2)^2\ \ (x<1),\qquad \langle\tilde p|\tilde\phi\rangle=1 .$$

A smooth state $\tilde\psi$ is turned into an all-electron state by

$$\psi=T\tilde\psi=\tilde\psi+(\phi-\tilde\phi)\,c,\qquad c=\langle\tilde p|\tilde\psi\rangle .$$

For $r_c=0.6$ Å:

1. Find $\tilde\phi$ and its density at the nucleus.
2. Show which smooth state is the ground state of the transformed problem, and how it must be normalised.
3. Find the reconstructed density at the nucleus.
4. Decide whether the same projector also serves the 2s state.

## A first estimate by scaling

The only length in the hydrogen problem is the bohr. One electron spread evenly over a sphere of that radius has density $3/(4\pi)\approx0.24$ bohr$^{-3}$, so the answer should be a few tenths of an electron per cubic bohr.

A second estimate concerns the amplitude lost by smoothing. The true orbital has a cusp, $\phi'(0)=-\phi(0)$, while the smooth one has zero slope at the nucleus. The slopes therefore differ by $\phi(0)$ at $r=0$ and agree at $r_c$. If the difference fell linearly in between, its integral would give

$$\phi(0)-\tilde\phi(0)\approx\tfrac12 k\,\phi(0),$$

where $k$ is $r_c$ in bohr. For 0.6 Å, $k=1.134$, and the estimated loss is 57% of the amplitude. The correction is no small matter.

## Exact solution

### The smooth orbital

Divide the matching conditions by $\phi(r_c)$. Each derivative with respect to $x$ brings a factor $k$, and each derivative of $e^{-r}$ a factor $-1$, so

$$A+B+C=1,\qquad 2B+4C=-k,\qquad 2B+12C=k^2 .$$

Subtracting the second condition from the third gives $8C=k^2+k$. The second then gives $B=-(k+4C)/2$, and the first gives $A=1-B-C$:

$$C=\frac{k^2+k}{8},\qquad B=-\frac{k^2+3k}{4},\qquad A=1+\frac{k^2+5k}{8}.$$

Since $P'(x)=2x(B+2Cx^2)$ and $C>0$, the bracket is largest at $x=1$, where it equals $-k/2$. The orbital thus decreases steadily from the nucleus to $r_c$ and is positive everywhere. Its slope at the nucleus vanishes.

With $k=1.13384$, $A=1.86935$. The orbital at the matching radius is 0.47163 Å$^{-3/2}$, so

$$\tilde\phi(0)=0.47163\times1.86935\approx0.882\ \text{Å}^{-3/2}.$$

The smooth density at the nucleus is its square, 0.777 Å$^{-3}$.

### The projector

The overlap that normalises the projector is

$$\langle g|\tilde\phi\rangle=4\pi r_c^3\phi(r_c)\int_0^1x^2(1-x^2)^2(A+Bx^2+Cx^4)\,dx .$$

Expanding $(1-x^2)^2=1-2x^2+x^4$, the three integrals are

$$\tfrac13-\tfrac25+\tfrac17=\tfrac{8}{105},\qquad \tfrac15-\tfrac27+\tfrac19=\tfrac{8}{315},\qquad \tfrac17-\tfrac29+\tfrac1{11}=\tfrac{8}{693}.$$

Therefore

$$\langle g|\tilde\phi\rangle=32\pi r_c^3\phi(r_c)\left(\frac A{105}+\frac B{315}+\frac C{693}\right),$$

which is 0.1487 Å$^{3/2}$ here. With this constant, direct integration of $\tilde p\,\tilde\phi$ gives 1.0000000000.

### Which smooth state is the ground state

Duality gives at once

$$T\tilde\phi=\tilde\phi+(\phi-\tilde\phi)\cdot1=\phi .$$

Insert this into $H\phi=-\tfrac12\phi$ and multiply from the left by $T^\dagger$:

$$T^\dagger HT\,\tilde\phi=-\tfrac12\,T^\dagger T\,\tilde\phi .$$

So $\tilde\phi$ solves the transformed equation with the true energy. To see that it is the ground state, first check that $T$ can be inverted. If $Tf=0$, then $f=-(\phi-\tilde\phi)\langle\tilde p|f\rangle$. Projecting with $\tilde p$,

$$\langle\tilde p|f\rangle=-\bigl(\langle\tilde p|\phi\rangle-1\bigr)\langle\tilde p|f\rangle
\quad\Longrightarrow\quad \langle\tilde p|\phi\rangle\langle\tilde p|f\rangle=0 .$$

The functions $g$, $\phi$ and $\tilde\phi$ are positive inside the sphere, so $\langle\tilde p|\phi\rangle>0$; its value here is 1.121. Hence $\langle\tilde p|f\rangle=0$ and $f=0$, so two different smooth states never give the same all-electron state. Every all-electron state $\psi$ is also reached, from

$$f=\psi-(\phi-\tilde\phi)\,\frac{\langle\tilde p|\psi\rangle}{\langle\tilde p|\phi\rangle},$$

because projecting this with $\tilde p$ gives $\langle\tilde p|f\rangle=\langle\tilde p|\psi\rangle/\langle\tilde p|\phi\rangle$, and therefore $Tf=\psi$. Each all-electron state then has one smooth partner with the same energy quotient,

$$\frac{\langle f|T^\dagger HT|f\rangle}{\langle f|T^\dagger T|f\rangle}=\frac{\langle Tf|H|Tf\rangle}{\langle Tf|Tf\rangle},$$

and the lowest value belongs to $Tf\propto\phi$, that is, to $f\propto\tilde\phi$.

### Normalisation

The all-electron state must hold one electron, so the condition on the smooth state is $\langle\tilde\psi|T^\dagger T|\tilde\psi\rangle=1$. The state $\tilde\phi$ meets it as it stands, because $\langle T\tilde\phi|T\tilde\phi\rangle=\langle\phi|\phi\rangle=1$. Its own norm is different. The true charge inside the sphere is

$$Q=4\int_0^k r^2e^{-2r}dr=1-e^{-2k}(1+2k+2k^2).$$

The right side vanishes at $k=0$, and its derivative is $e^{-2k}[2(1+2k+2k^2)-2-4k]=4k^2e^{-2k}$, as required. The smooth charge follows by integrating $x^2P^2$ term by term:

$$\tilde Q=4k^3e^{-2k}\left[\frac{A^2}{3}+\frac{2AB}{5}+\frac{B^2+2AC}{7}+\frac{2BC}{9}+\frac{C^2}{11}\right].$$

Outside the sphere the two orbitals agree, so

$$\tilde N=\langle\tilde\phi|\tilde\phi\rangle=1-Q+\tilde Q=1-0.39537+0.34770=0.95233 .$$

Suppose the smooth state were instead scaled to unit norm, $\tilde\psi=\tilde\phi/\sqrt{\tilde N}$. Then $c=1/\sqrt{\tilde N}$ as well, the whole reconstructed orbital is too large by that factor, and its density is too large by $1/\tilde N$, or 5.0%.

### The density at the nucleus

With the correct normalisation $\tilde\psi=\tilde\phi$ and $c=1$, so that

$$\psi(0)=\tilde\phi(0)+\phi(0)-\tilde\phi(0)=\phi(0)=\frac1{\sqrt\pi},$$

$$n(0)=|\psi(0)|^2=\frac1\pi=0.31831\ \text{bohr}^{-3}=2.148\ \text{Å}^{-3}.$$

In numbers, the smooth amplitude 0.88165 and the added amplitude 0.58398 sum to 1.46563 Å$^{-3/2}$, whose square is 2.148 Å$^{-3}$.

The value $\phi(0)$ was stored in the partial wave from the start; the smooth orbital does not contain it. What the reconstruction must supply is the weight $c$ with which the stored function enters. For the free atom that weight is one, whatever $r_c$ and whatever the shape of $g$, as long as duality holds and $T$ is invertible.

### Finding the smooth state without prescribing it

The weight can be tested by solving the transformed equation for an unknown $\tilde\psi$. Expand $r\tilde\psi$ in sine waves that vanish at 8 Å, and diagonalise $T^\dagger HT$ against $T^\dagger T$. The operator $T$ contains $\phi$, $\tilde\phi$ and $\tilde p$, but the coefficients of the state are free. With 120 waves the lowest state has energy $-13.6057$ eV, equal to the exact model energy at this precision. It has $c=1.000000$, smooth norm 0.95233 and reconstructed density 2.1477 Å$^{-3}$, which is 0.02% from the exact value. With $r_c=0.8$ Å and the same basis the density is 2.1482 Å$^{-3}$, so the result does not hang on the matching radius.

The same sine waves without augmentation must build the cusp themselves. The normalised radial function is $u=2re^{-r}$, with $n(0)=u'(0)^2/(4\pi)$. In a large box its sine transform is

$$\int_0^\infty 2re^{-r}\sin(qr)\,dr=\frac{4q}{(1+q^2)^2}\approx\frac4{q^3}\quad(q\gg1).$$

Cutting the expansion at wave number $q=K$ removes from the slope $u'(0)=2$ the amount

$$\frac2\pi\int_K^\infty q\,\frac4{q^3}\,dq=\frac8{\pi K}.$$

The relative loss is $4/(\pi K)$ in amplitude and, to leading order, $8/(\pi K)$ in density. This argument truncates the exact state, whereas diagonalisation also readjusts the waves that remain, but the calculated errors follow the same trend:

| Cutoff (eV) | Augmented error (%) | Bare error (%) |
|---:|---:|---:|
| 529 | 0.52 | 38.7 |
| 2115 | 0.03 | 20.1 |
| 8461 | 0.02 | 10.1 |

The errors are magnitudes relative to $1/\pi$, at fixed $r_c=0.6$ Å and fixed box. From the second row to the third, $K$ doubles and the bare error falls by a factor of 1.98. The augmented error changes sign as the cutoff grows: it is $+0.52\%$ at 30 waves, $-0.48\%$ at 40, $-0.03\%$ at 60 and $+0.04\%$ at 75, so the second row is smaller than its neighbours. Between 30 and 240 waves the relative error, sampled at ten basis sizes, stays below about $2.8/K^3$ in magnitude, with $K$ in inverse bohr. The last digit of the densities 2.1477 and 2.1482 Å$^{-3}$ is therefore not converged; with 240 waves both become 2.1481 Å$^{-3}$.

The bare energy at the highest cutoff is $-13.6029$ eV, only 0.003 eV above the exact value, while the bare density at the nucleus is still 10% low. A converged energy is therefore no evidence of a converged density at the nucleus.

### The 2s state

The density can also be assembled from a smooth part and a one-centre correction,

$$n_1(0)=\tilde\psi(0)^2+c^2\left[\phi(0)^2-\tilde\phi(0)^2\right].$$

To compare it with the squared amplitude, write $\Delta=\phi(0)-\tilde\phi(0)$ and use $\phi(0)^2-\tilde\phi(0)^2=\Delta^2+2\Delta\tilde\phi(0)$:

$$[\tilde\psi(0)+c\Delta]^2-n_1(0)=2c\Delta\left[\tilde\psi(0)-c\tilde\phi(0)\right].$$

The two agree if $\tilde\psi=c\tilde\phi$ inside the sphere, as for 1s. For 2s,

$$\psi_{2s}=\frac{(1-r/2)e^{-r/2}}{\sqrt{8\pi}},\qquad
\frac{\psi_{2s}}{\phi}=\frac{(1-r/2)e^{r/2}}{\sqrt8}=\frac1{\sqrt8}\left(1-\frac{r^2}8-\dots\right).$$

Near the nucleus the two orbitals are nearly proportional, but not throughout the sphere. Projecting $\psi_{2s}=\tilde\psi+c(\phi-\tilde\phi)$ with $\tilde p$ gives $\langle\tilde p|\psi_{2s}\rangle=c+c(\langle\tilde p|\phi\rangle-1)$, hence

$$c=\frac{\langle\tilde p|\psi_{2s}\rangle}{\langle\tilde p|\phi\rangle}=0.33236,$$

against $1/\sqrt8=0.35355$ for strict proportionality. Two consequences follow.

First, the smooth partner keeps part of the cusp. Since $\psi_{2s}'(0)=-\psi_{2s}(0)$, $\phi'(0)=-\phi(0)$ and $\tilde\phi'(0)=0$,

$$\tilde\psi'(0)=-\psi_{2s}(0)+c\,\phi(0)=-\psi_{2s}(0)\,(1-c\sqrt8),$$

which is 6.0% of the full cusp. The transformation remains exact, but this state is no longer fully smooth.

Second, the one-centre density is in error. Because $\tilde\psi-c\tilde\phi=\psi_{2s}-c\phi$, the missing fraction is

$$\frac{2c\Delta}{\psi_{2s}(0)}(1-c\sqrt8)=\frac{2(0.33236)(0.58398)}{0.5182}\times0.0599=0.045 ,$$

where $\psi_{2s}(0)=1.46563/\sqrt8=0.5182$ Å$^{-3/2}$. The amplitude route gives the exact $1/(8\pi)$, or 0.2685 Å$^{-3}$; the one-centre route gives 0.25645 Å$^{-3}$, which is 4.5% low. Unlike the 1s weight, these figures depend on the shape of $g$: the cusp fraction and the one-centre error are 11.9% and 8.3% for $g=1$, and 2.4% and 1.9% for $g=(1-x^2)^8$. The amplitude route is exact only in a complete basis. In a truncated one the waves must build the remaining cusp themselves, and the estimate above, scaled by 0.06, gives a relative loss of about $0.06\times8/(\pi K)$. Diagonalising in sine waves that vanish at 40 bohr, the 2s density comes out low by 1.3% at 2149 eV and by 0.64% at 8594 eV, where the 1s errors are 0.03% and 0.02%. One projector therefore serves 2s only in part: the amplitude route converges to the exact value, but as slowly as $1/K$, and the one-centre density stays in error even in a complete basis. A second partial wave and projector would let the expansion follow the change of shape inside the sphere.

## Comparison of the estimate with the solution

The uniform sphere gave $3/(4\pi)$, which is three quarters of $1/\pi$. The right length scale fixes the order of magnitude; the missing quarter reflects the shape of the orbital.

The estimated loss of amplitude was 57%, and the actual loss is $0.58398/1.46563=40\%$. The exact ratio shows why:

$$\frac{\tilde\phi(0)}{\phi(0)}=e^{-k}\left(1+\frac{5k}8+\frac{k^2}8\right)=1-\frac{3k}8+O(k^3).$$

The quadratic term vanishes because $\tfrac12-\tfrac58+\tfrac18=0$. For small $k$ the loss is thus $3k/8$, not $k/2$. Matching the curvature as well as the slope makes the slope difference reach $r_c$ with zero gradient. To leading order in $k$ it is $\phi(0)\,(1-\tfrac32x+\tfrac12x^3)$, which lies below the straight line $\phi(0)\,(1-x)$ assumed in the estimate and has the integral $\tfrac38k\,\phi(0)$ over $r$.

This modest error in the loss becomes large when the estimate is used to rebuild the density. Solving $\tilde\phi(0)\approx(1-k/2)\phi(0)$ for the true amplitude gives $0.88165/0.4331=2.04$ Å$^{-3/2}$ and a density of 4.1 Å$^{-3}$, nearly twice the exact value. Leaving out the correction altogether gives 36% of it. Scaling shows that the correction is large, but the density itself needs the stored partial wave and its weight. As $k\to0$ both the loss and the error of the estimate vanish, at the price of a pseudo-orbital that approaches the cusp and needs ever shorter waves.

## The model beside a real hydrogen atom

The value $1/\pi$ belongs to a fixed point proton and a nonrelativistic electron. Three corrections can be sized for the free atom.

A proton of finite mass replaces the electron mass by the reduced mass $\mu$, in units of the electron mass. Lengths grow as $1/\mu$, so the density scales as $\mu^3$ and falls by 0.16%.

For relativity, let $\alpha$ be the fine-structure constant and $\gamma=\sqrt{1-\alpha^2}$. The radial Dirac equations at total energy $\gamma/\alpha^2$ are

$$G'-\frac Gr=\left(\frac{\gamma+1}\alpha+\frac\alpha r\right)F,\qquad F'+\frac Fr=-\left(\frac{\gamma-1}\alpha+\frac\alpha r\right)G .$$

Insert $G=r^\gamma e^{-r}$ and $F=\eta G$. The $1/r$ terms of the first equation give $\eta=(\gamma-1)/\alpha$, and its constant terms, like the $1/r$ terms of the second equation, then hold because $\gamma^2-1=-\alpha^2$. The constant terms of the second equation repeat the value of $\eta$. The density $(G^2+F^2)/(4\pi r^2)$ varies as $r^{2\gamma-2}e^{-2r}$ and diverges weakly at a point nucleus. Normalised with $\int_0^\infty r^{2\gamma}e^{-2r}dr=\Gamma(2\gamma+1)/2^{2\gamma+1}$ and evaluated at the proton charge radius, it exceeds the nonrelativistic density there by 0.06%. Near the nucleus $\phi^2$ falls by the fraction $2r$, with $r$ in bohr, so the proton's finite size has the scale of twice its radius over the bohr, 0.003%.

For bonded hydrogen the surroundings matter as well: bonding alters $\tilde\psi$, and in general $c$ with it, so the density at the proton need not be $1/\pi$. The size of that change is not calculated here. An approximate density functional also replaces $\phi$ by its own atomic orbital, and the reconstruction then returns the density of that functional.

## Values computed for the example and the checks

```
Matching radius rc: 0.600 angstrom
rc in bohr, k (dimensionless): 1.13384
Coefficients A, B, C (dimensionless): 1.86935, -1.17177, 0.30243
Orbital at rc: 0.47163 angstrom^-3/2
Smooth orbital at nucleus: 0.88165 angstrom^-3/2
Exact orbital at nucleus: 1.46563 angstrom^-3/2
Added amplitude: 0.58398 angstrom^-3/2
Overlap <g|phi_s>: 0.14870 angstrom^3/2
Duality <p|phi_s> by quadrature: 1.0000000000
Overlap <p|phi>: 1.12106
Smooth density at nucleus: 0.77730 angstrom^-3
Smooth / exact density: 36.19 %
Reconstructed density: 0.31830989 bohr^-3
1/pi: 0.31830989 bohr^-3
Reconstructed density: 2.14806 angstrom^-3
Exact charge inside rc: 0.39537 electron
Smooth charge inside rc: 0.34770 electron
Smooth norm N_s: 0.95233
Density if smooth norm set to 1: 2.2556 angstrom^-3
Error from that normalisation: 5.01 %
Box radius for diagonalization: 8.00 angstrom
30 sine waves, cutoff: 528.8 eV
  augmented density: 2.15926 angstrom^-3, error size 0.5214 %
  bare density: 1.31734 angstrom^-3, error size 38.67 %
60 sine waves, cutoff: 2115.2 eV
  augmented density: 2.14741 angstrom^-3, error size 0.0301 %
  bare density: 1.71638 angstrom^-3, error size 20.10 %
120 sine waves, cutoff: 8460.7 eV
  augmented density: 2.14771 angstrom^-3, error size 0.0165 %
  bare density: 1.93031 angstrom^-3, error size 10.14 %
Bare error ratio, 60 to 120 waves: 1.983
Augmented energy, 120 waves: -13.60569 eV
Bare energy, 120 waves: -13.60288 eV
Exact model energy: -13.60569 eV
Projection c found, 120 waves: 1.000000
Smooth norm found, 120 waves: 0.95233
Smooth density found: 0.77709 angstrom^-3
Second matching radius: 0.800 angstrom
Density found there: 2.14824 angstrom^-3
2s projection c: 0.33236
2s density, amplitude route: 0.26851 angstrom^-3
2s density, one-centre route: 0.25645 angstrom^-3
2s one-centre error: -4.49 %
2s cusp left in smooth state: 5.99 % of full cusp
Finite proton mass, density change: -0.1632 %
Proton charge radius: 8.408e-06 angstrom
Dirac density change at that radius: 0.0601 %
Finite-size scale, 2 r_p / bohr: 0.0032 %
```
